# Permitted Average Leakage of a Floating Gate over Ten Years

## Problem

A floating gate is a conductor surrounded by insulator, and the electrons stored on it represent data. One such gate holds $N_0=1000$ electrons and may lose at most the fraction $f=0.20$ of them in ten years.

(a) What average leakage current is allowed, and how often may one electron leave?

(b) How large may the current be at the start if the leak is ohmic? What changes if it follows a tunnelling law?

(c) The tunnel oxide measures 90 nm by 90 nm, is 8 nm thick and has relative permittivity 3.9. The capacitance to the control gate is 50 aF. With all terminals grounded, find the oxide field, the permitted current density, the required oxide resistivity and the loss of threshold voltage.

(d) Electrons leave one at a time. What average current is allowed if only one cell in a million may lose more than 200 electrons?

(e) Could tunnelling through a defect-free oxide use up the budget? How strongly could a single defect raise the leakage at first?

Take a year as 365.25 days. Currents and stored charge are given as positive magnitudes. The leakage is the net current over all paths, including the one to the control gate.

## Solution

### (a) The charge budget

The stored charge has magnitude $Q_0=N_0e$. Charge conservation says that the leakage current is the rate at which the stored charge $Q$ falls:

$$I(t)=-\frac{dQ}{dt}.$$

Integrating over the storage time $T$ gives the lost charge,

$$\int_0^T I\,dt=Q(0)-Q(T)=fN_0e .$$

The time average is this integral divided by $T$, so at the limit

$$\boxed{I_{\rm avg}=\frac{fN_0e}{T}}$$

No assumption about the shape of $I(t)$ was needed. With $T=3.1558\times10^{8}$ s,

$$I_{\rm avg}=\frac{0.20\times1000\times1.6022\times10^{-19}\ \mathrm C}{3.1558\times10^{8}\ \mathrm s}=1.015\times10^{-25}\ \mathrm A .$$

The mean time between losses is $e/I_{\rm avg}=T/(fN_0)$, which is 18.26 days. On the scale of hours there is thus no steady current, but a rare event. The "current" is an average over a long time or over many cells.

### (b) The current at the start

Suppose that the current depends only on the charge still stored. From $dt=-dQ/I(Q)$,

$$T=\int_{(1-f)Q_0}^{Q_0}\frac{dQ}{I(Q)} .$$

Multiply by the initial current $I_0=I(Q_0)$ and divide by the lost charge $fQ_0=I_{\rm avg}T$:

$$\frac{I_0}{I_{\rm avg}}=\frac{1}{fQ_0}\int_{(1-f)Q_0}^{Q_0}\frac{I_0}{I(Q)}\,dQ .$$

The ratio is the mean of $I_0/I$ over the charge that is lost. It is 1 for a constant current and exceeds 1 if the current falls as the gate discharges.

For an ohmic leak $I$ is proportional to $Q$, hence $I_0/I=Q_0/Q$ and

$$\frac{I_0}{I_{\rm avg}}=\frac1f\int_{(1-f)Q_0}^{Q_0}\frac{dQ}{Q}=\frac{1}{f}\ln\frac{1}{1-f}=1.116 .$$

The initial current may therefore be about 12 percent above the average. For small $f$ the logarithm is $f+f^2/2+\dots$, so the ratio tends to $1+f/2$, and the distinction disappears for a small loss.

Tunnelling depends much more steeply on voltage. If the current has the voltage dependence calculated in part (e) for 358 K, but is scaled up until it just uses the budget, the ratio is 11. An initial current above $I_{\rm avg}$ is thus no proof of failure. Conversely, if the current never rises with time, an initial value at or below $I_{\rm avg}$ keeps the mean loss within the budget. Single cells scatter about this mean, as part (d) shows.

### (c) Field, resistivity and threshold voltage

Treat the tunnel oxide as a parallel-plate capacitor and neglect fringing, coupling to source and drain, and, for now, built-in voltages. Its capacitance is

$$C_{\rm ox}=\frac{\varepsilon_r\varepsilon_0A}{t_{\rm ox}}=34.96\ \mathrm{aF}.$$

Seen from the floating gate, both capacitances lead to grounded conductors and add: $C_T=34.96+50=84.96$ aF. The initial oxide voltage and field are

$$V=\frac{Q_0}{C_T}=\frac{1.602\times10^{-16}\ \mathrm C}{84.96\times10^{-18}\ \mathrm F}=1.886\ \mathrm V,\qquad \frac{V}{t_{\rm ox}}=2.36\ \mathrm{MV/cm}.$$

This is about a quarter of a rough breakdown field of 10 MV/cm.

If the whole budget is spent through the tunnel oxide, the permitted average current density is

$$J_{\rm avg}=\frac{I_{\rm avg}}{A}=\frac{1.015\times10^{-25}\ \mathrm A}{8.1\times10^{-11}\ \mathrm{cm^2}}=1.25\times10^{-15}\ \mathrm{A/cm^2}.$$

For an ohmic oxide of resistance $R$, the current is $V/R=Q/(RC_T)$. Then $dQ/dt=-Q/\tau$ with $\tau=RC_T$, and $Q=Q_0e^{-t/\tau}$. The condition $e^{-T/\tau}=1-f$ gives

$$\tau=\frac{T}{\ln[1/(1-f)]}=44.81\ \text{years},\qquad R=\frac{\tau}{C_T}=1.66\times10^{25}\ \Omega .$$

Since $R=\rho t_{\rm ox}/A$, the resistivity must be at least $\rho=RA/t_{\rm ox}=1.69\times10^{21}\ \Omega\,\mathrm{cm}$.

To find the threshold shift, apply a voltage $V_{\rm CG}$ to the control gate and keep the channel at ground. The floating-gate potential is then

$$V_{\rm FG}=\frac{C_{\rm cg}V_{\rm CG}-Q}{C_T}.$$

The transistor turns on at a fixed $V_{\rm FG}$. Stored charge $Q$ must therefore be offset by an extra control voltage $Q/C_{\rm cg}$. This is 3.2 V at first, and the permitted loss removes 20 percent of it, or 0.641 V.

### (d) Scatter between equal cells

In an ohmic leak the loss rate is proportional to the number of electrons left. This is the behaviour of electrons that escape independently, each with the same probability per unit time. The chance that a given electron has left after $T$ is $p=1-e^{-T/\tau}$, and the number lost is binomial:

$$P(k)=\binom{N_0}{k}p^k(1-p)^{N_0-k}.$$

Its mean is $N_0p$. The variance of one yes-or-no event is $p-p^2$, and variances of independent events add, so the standard deviation is $\sqrt{N_0p(1-p)}$. At $p=0.20$ it is 12.6 electrons.

A mean loss of 200 is therefore no safe design value: 48.1 percent of such cells lose more than 200 electrons. The stricter demand is

$$\sum_{k=201}^{1000}P(k)=10^{-6}.$$

Solving numerically for $p$ gives a mean loss of 145.2 electrons. The permitted average current becomes

$$I=\frac{145.2\,e}{T}=7.37\times10^{-26}\ \mathrm A,$$

which is 27 percent below the answer to (a). This figure holds for an ohmic leak and allows for random escape alone. Another leakage law changes the scatter and therefore the figure. Differences in oxide quality between cells would require a further margin.

### (e) Perfect oxide and a single trap

**Perfect oxide.** Measure energy from the conduction-band edge of the floating gate and place its Fermi level there. Let the oxide barrier be $\phi=3.1$ eV and the electron mass in the oxide $m_{\rm ox}=0.42\,m_e$, both rough values. The voltage tilts the barrier, so at depth $x$ an electron with energy $E$ along the tunnelling direction has the decay constant

$$\kappa(x)=\frac{1}{\hbar}\sqrt{2m_{\rm ox}\left(\phi-E-\frac{eVx}{t_{\rm ox}}\right)} .$$

In the WKB approximation the transmission is $D=e^{-S}$ with $S=2\int\kappa\,dx$. Use $u=\phi-E-eVx/t_{\rm ox}$ as the variable, so that $dx=-(t_{\rm ox}/eV)\,du$. Because $\int\sqrt u\,du=\tfrac23u^{3/2}$,

$$S(E)=\frac{4\sqrt{2m_{\rm ox}}\,t_{\rm ox}}{3\hbar eV}\left[(\phi-E)^{3/2}-(\phi-E-eV)^{3/2}\right].$$

If $\phi-E<eV$, the electron leaves the barrier inside the oxide and the second term is dropped. Above the barrier, $D=1$. At the Fermi level $S=77.4$.

The current density sums $e v_xD$ over the occupied states moving toward the oxide, with density $2\,d^3k/(2\pi)^3$ including spin. For an isotropic mass $m_e$ in the gate, $v_x\,dk_x=dE/\hbar$ and $d^2k_\perp=2\pi m_e\,dE_\perp/\hbar^2$. The Fermi function integrated over the transverse energy is

$$\int_0^\infty\frac{dE_\perp}{1+e^{(E+E_\perp)/k_BT_K}}=k_BT_K\ln\left(1+e^{-E/k_BT_K}\right),$$

where $T_K$ is the temperature. Collecting factors,

$$J=\frac{em_ek_BT_K}{2\pi^2\hbar^3}\int_0^\infty D(E)\ln\left(1+e^{-E/k_BT_K}\right)dE .$$

Return flow is neglected. So is the image force, which lowers the barrier and, with $\phi$ kept at 3.1 eV, would raise the current by roughly one to two orders of magnitude, depending on the permittivity used for the image charge. The change of mass also changes the energy of transverse motion, and this is neglected too. With the gate mass $m_e$, larger than $m_{\rm ox}$, it would roughly halve the current; for a silicon valley with transverse mass $0.19\,m_e$ it would raise it by about half. A Fermi level 0.1 eV above the band edge, as in a heavily doped or accumulated gate, would raise the current by about a factor of 14. At the initial voltage the integral gives about $5\times10^{-27}\ \mathrm{A/cm^2}$ at 300 K and $8\times10^{-27}\ \mathrm{A/cm^2}$ at 358 K. The latter is about $7\times10^{-12}$ of the permitted average, so even with the image force the current would stay far below the budget. A numerical solution of the Schrödinger equation for the same barrier, at $E=0.05$ eV, gives 0.65 times the WKB transmission, a minor correction beside this margin.

In this model the oxide could be thinned to about 5 nm before tunnelling at 358 K alone used the ten-year budget. Here the area, stored charge and control-gate capacitance are held fixed, while $C_{\rm ox}$ and $V$ change with thickness. The image force would make this limiting thickness somewhat larger.

**Built-in voltage.** An n-type floating gate over p-type silicon has a built-in voltage $V_{\rm bi}$ of roughly 0.95 V. It opposes the field of the stored electrons. Take the control gate to have the same work function as the floating gate. With gate potential $v$, the charge balance is

$$-Q_0=C_{\rm ox}(v+V_{\rm bi})+C_{\rm cg}v .$$

Solving for $v$, the magnitude of the oxide voltage is

$$-(v+V_{\rm bi})=\frac{Q_0}{C_T}-\frac{C_{\rm cg}}{C_T}V_{\rm bi}=1.33\ \mathrm V .$$

Band bending in the silicon is neglected. The tunnel current density at 358 K drops to about $4\times10^{-29}\ \mathrm{A/cm^2}$, so for this control gate leaving out the built-in voltage had overstated the current. A control gate with a larger work function, such as p-type silicon, would cancel this reduction or slightly reverse it.

**One trap.** Let a defect offer a level at the gate's Fermi energy and divide the barrier into parts with exponents $S_1$ and $S_2=S-S_1$. Take $\nu e^{-S_1}$ and $\nu e^{-S_2}$ as the rates of the two steps, with a rough attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$. Neglect any return from the trap to the gate. The mean waiting times then add, and the transfer rate is

$$r=\frac{\nu}{e^{S_1}+e^{S-S_1}} .$$

The derivative of the denominator, $e^{S_1}-e^{S-S_1}$, vanishes at $S_1=S/2$, where the denominator is smallest. Hence

$$r_{\max}=\frac{\nu}{2}e^{-S/2}\approx8\times10^{-5}\ \mathrm{s^{-1}} .$$

The budget allows $6.3\times10^{-7}$ electrons per second, about a hundred times less. The worst position is about 3.6 nm from the floating gate, short of the middle because the barrier is higher on that side. The estimate uses the initial voltage without the built-in correction; at 1.33 V the same formula gives only about nine times the permitted rate. Return from the trap to the gate would halve the rate for a level at the Fermi energy, and lattice relaxation at the trap is ignored, so the figure is a rough one. It shows how a trap can halve the exponent and lift the initial leakage above the permitted average. The rate does not stay that high. While 20 percent of the charge leaks away, a level fixed in the oxide at this depth rises by about 0.17 eV against the gate's Fermi energy, and it is then filled far less often. The initial rate alone therefore does not settle whether one trap uses up the ten-year budget; that also depends on the energy of its level.

### Comparison with real cells

The dimensions and the electron number are roughly those of flash memory of the 90 nm class. Its tunnel oxides are about 8 nm thick or more, above the 5 nm or so found for a perfect oxide without the image force. Real devices do not keep to the assumption of a defect-free oxide: repeated writing and erasing creates traps. In the model without built-in voltage, one badly placed trap raises the initial leakage from about $10^{-11}$ to about $10^{2}$ times the permitted average. That changes the actual leakage, not the budget $fN_0e/T$, whereas the demand on rare cells in (d) lowers the permitted average by 27 percent for an ohmic leak. Charge trapped in the oxide can also shift the threshold without any loss from the floating gate, and a charge budget does not cover that effect. The remaining values are in the numerical output.

## Numbers as computed

```
Stored electrons: 1000
Permitted loss: 20 percent
Storage time: 10 years
Storage time: 3.1558e+08 s
Elementary charge: 1.6022e-19 C
Stored charge: 1.602e-16 C
Permitted lost charge: 3.204e-17 C
Permitted average current: 1.015e-25 A
Average loss rate: 6.338e-07 electrons/s
Mean time per lost electron: 18.26 days
Ohmic decay time: 44.81 years
Initial/average current, ohmic: 1.116
Initial/average current, tunnelling law 358 K: 11
Oxide side length: 90 nm
Oxide thickness: 8 nm
Oxide relative permittivity: 3.9
Tunnel-oxide capacitance: 34.96 aF
Control-gate capacitance: 50 aF
Total capacitance: 84.96 aF
Initial oxide voltage: 1.886 V
Initial oxide field: 2.36 MV/cm
Rough breakdown field: 10 MV/cm
Threshold shift by stored charge: 3.2 V
Threshold shift lost in ten years: 0.641 V
Oxide area: 8.1e-11 cm2
Permitted current density: 1.25e-15 A/cm2
Required leakage resistance: 1.66e+25 ohm
Required oxide resistivity: 1.69e+21 ohm cm
Standard deviation of loss: 12.6 electrons
Cells beyond limit if mean is 200: 48.1 percent
Mean loss for 1e-6 cells beyond limit: 145.2 electrons
Average current for that mean: 7.37e-26 A
Barrier height: 3.1 eV
Oxide mass / electron mass: 0.42
Tunnel exponent S at Fermi level: 77.4
Numerical/WKB transmission at 0.05 eV: 0.65
Tunnel current density 300 K: 4.6e-27 A/cm2
Tunnel current density 358 K: 8.2e-27 A/cm2
Tunnel current/permitted average, 358 K: 6.6e-12
Time to lose 20 percent by tunnelling, 358 K: 1.7e+13 years
Oxide thickness for ten years, 358 K: 4.95 nm
Rough built-in voltage: 0.95 V
Oxide voltage with built-in voltage: 1.33 V
Tunnel density with built-in voltage, 358 K: 3.7e-29 A/cm2
Rough trap attempt rate: 1e+13 1/s
Worst trap distance from floating gate: 3.56 nm
Worst single-trap rate: 8e-05 electrons/s
Worst trap rate/permitted average rate: 1e+02
```
